# Spin–strain coupling of a C3v triplet defect: six constants, two derivations

## Two strains that can be read by eye

Take a spin-1 defect whose threefold axis is $z$, with $x$ lying in a mirror plane, so that one mirror is $y\to-y$. The zero-field splitting $D$ places $|0\rangle$ below the pair $|\pm1\rangle$.

First stretch the crystal along $z$. The strain $\varepsilon_{zz}$ preserves the full symmetry of the defect, so it can change the value of $D$ but not the form of the term:

$$H/h=h_{43}\,\varepsilon_{zz}S_z^2 .$$

This is diagonal in $|m\rangle$. It shifts levels and drives no transition between them.

Now stretch along $x$ and compress equally along $y$, with $\eta=\varepsilon_{xx}-\varepsilon_{yy}$. The threefold axis is lost, but the mirror $y\to-y$ survives. Spin is an axial vector, so this mirror acts as

$$S_x\to-S_x,\qquad S_y\to S_y,\qquad S_z\to-S_z .$$

Strain is even under time reversal and spin is odd, so the coupling must be quadratic in $S$. The quadratic operators even under the mirror are $S_z^2$, $S_x^2-S_y^2$ and $\{S_x,S_z\}=S_xS_z+S_zS_x$. The first cannot appear at linear order. If its coefficient were $c\eta$, the same strain turned by $120^\circ$ and by $240^\circ$ would give the same coefficient, because $S_z^2$ is unchanged by these rotations. The three strains add to zero, so $3c\eta=0$. What remains is

$$H/h=\tfrac14h_{15}\,\eta\,(S_x^2-S_y^2)-\tfrac14h_{25}\,\eta\,\{S_x,S_z\},$$

where the prefactors fix the convention for two constants. The first operator changes $m$ by two and the second by one. A single strain component can thus drive both kinds of transition, through independent constants.

## Assumptions and general result

The ground state is an orbital singlet, well separated from other orbital states. If the orbital part changes sign under a symmetry operation, the sign cancels in $UHU^\dagger$, so spin operators transform as they would for a pure spin. The strain $\varepsilon$ is uniform over the defect, and its components are tensor components: $\varepsilon_{xy}$ is half the engineering shear. The coupling is taken to first order in strain and zeroth order in magnetic field. Spin-independent shifts are dropped.

The result is $H/h=H_0+H_1+H_2$, with

$$H_0=[h_{41}(\varepsilon_{xx}+\varepsilon_{yy})+h_{43}\varepsilon_{zz}]S_z^2,$$

$$H_1=\tfrac12A_x\{S_x,S_z\}+\tfrac12A_y\{S_y,S_z\},$$

$$H_2=\tfrac12B_x(S_y^2-S_x^2)+\tfrac12B_y\{S_x,S_y\},$$

and the strain amplitudes

$$A_x=h_{26}\varepsilon_{zx}-\tfrac12h_{25}(\varepsilon_{xx}-\varepsilon_{yy}),\qquad A_y=h_{26}\varepsilon_{yz}+h_{25}\varepsilon_{xy},$$

$$B_x=h_{16}\varepsilon_{zx}-\tfrac12h_{15}(\varepsilon_{xx}-\varepsilon_{yy}),\qquad B_y=h_{16}\varepsilon_{yz}+h_{15}\varepsilon_{xy}.$$

The symbol $h$ without indices is Planck's constant. The six $h_{ij}$ are real frequencies per unit strain.

Symmetry is imposed as covariance. If an operation $R$ acts on space and $U$ on spin, then

$$H(R\varepsilon R^{T})=U\,H(\varepsilon)\,U^\dagger .$$

Straining the crystal in a rotated way must give the rotated Hamiltonian.

## First derivation: matching pairs

A Hermitian operator on three states has nine real parameters. A basis is the identity, the three $S_i$, and five quadrupoles. Time reversal sends $S_i\to-S_i$ and leaves strain alone, so it removes the three $S_i$. The quadrupoles remain.

Under a rotation by $\alpha$ about $z$, the pair $u=(\varepsilon_{zx},\varepsilon_{yz})$ turns like $(x,y)$, that is, $u\to ru$ with

$$r=\begin{pmatrix}c&-s\\ s&c\end{pmatrix},\qquad c=\cos\alpha,\quad s=\sin\alpha .$$

The pair $(\varepsilon_{xx}-\varepsilon_{yy},\,2\varepsilon_{xy})$ behaves like $(x^2-y^2,2xy)$ and turns by $2\alpha$. Reversing the sign of its second member reverses the sense of rotation, so

$$w=(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy})$$

turns by $-2\alpha$. For $\alpha=120^\circ$ this is $-240^\circ$, the same as $+120^\circ$. Hence $w$ also transforms with $r$. Under the mirror, the first members of $u$ and $w$ are even and the second members odd. The remaining combinations $\varepsilon_{xx}+\varepsilon_{yy}$ and $\varepsilon_{zz}$ are invariant. In the language of representations, strain is $2A_1+2E$.

For spin, $U=e^{-i\alpha S_z}$ gives $US_xU^\dagger=cS_x+sS_y$ and $US_yU^\dagger=-sS_x+cS_y$. The pair

$$P=(\{S_x,S_z\},\{S_y,S_z\})$$

therefore obeys $UP_jU^\dagger=\sum_kP_kr_{kj}$. Squaring the transformed components gives

$$U(S_x^2-S_y^2)U^\dagger=\cos2\alpha\,(S_x^2-S_y^2)+\sin2\alpha\,\{S_x,S_y\}.$$

At $120^\circ$, $\cos2\alpha=c$ and $\sin2\alpha=-s$. So

$$Q=(S_x^2-S_y^2,\,-\{S_x,S_y\})$$

follows the same rule as $P$. The axial-vector signs given above show that the first members of $P$ and $Q$ are even under the mirror and the second members odd. The fifth quadrupole, $S_z^2-\tfrac23$, is invariant. It may be replaced by $S_z^2$, since the difference is a spin-independent shift. The quadrupoles are $A_1+2E$.

Now couple one strain pair $u$ to one spin pair $P$ by $\sum_{ij}M_{ij}u_iP_j$. The mirror forbids products of an even and an odd member, so $M=\mathrm{diag}(p,q)$. Covariance under rotation requires $r^TM=Mr^T$, or $r^TMr=M$. The off-diagonal element of this condition is

$$(r^TMr)_{12}=-cs\,p+sc\,q=cs\,(q-p)=0 .$$

At $120^\circ$ the product $cs$ is not zero, so $p=q$. Each pairing permits one real constant, multiplying a scalar product. There are four pairings:

$$\tfrac12h_{26}\,u\cdot P-\tfrac14h_{25}\,w\cdot P-\tfrac12h_{16}\,u\cdot Q+\tfrac14h_{15}\,w\cdot Q .$$

Collecting the factor of $\{S_y,S_z\}$, for example, gives $\tfrac12h_{26}\varepsilon_{yz}-\tfrac14h_{25}(-2\varepsilon_{xy})=\tfrac12A_y$. The factor of $S_x^2-S_y^2$ is $-\tfrac12h_{16}\varepsilon_{zx}+\tfrac14h_{15}(\varepsilon_{xx}-\varepsilon_{yy})=-\tfrac12B_x$. These reproduce $H_1$ and $H_2$, and the other two factors follow in the same way. A product of an invariant with a member of a pair is excluded: covariance would require it to keep its value under the three rotations, but the three rotated copies of any pair add to zero. The two invariant strains multiplying $S_z^2$ give $H_0$. The count is $2\times1+2\times2=6$.

To read off the transitions, use $\langle\pm1|S_x|0\rangle=1/\sqrt2$ and $\langle\pm1|S_y|0\rangle=\mp i/\sqrt2$. Since $S_z|0\rangle=0$, the anticommutator with $S_z$ multiplies these elements by $\pm1$. Also $S_+^2|-1\rangle=2|+1\rangle$, with $S_x^2-S_y^2=(S_+^2+S_-^2)/2$ and $\{S_x,S_y\}=(S_+^2-S_-^2)/(2i)$. Therefore

$$\langle+1|H|0\rangle/h=\frac{A_x-iA_y}{2\sqrt2},\qquad \langle-1|H|0\rangle/h=-\frac{A_x+iA_y}{2\sqrt2},$$

$$\langle+1|H|-1\rangle/h=-\frac{B_x+iB_y}{2}.$$

$H_1$ is the single-quantum term and $H_2$ the double-quantum term.

## Second derivation: phases of matrix elements

The same Hamiltonian can be found without a list of spin operators. Write $H_{mm'}$ for $\langle m|H|m'\rangle/h$, and combine the strains into

$$\varepsilon_1=\varepsilon_{zx}+i\varepsilon_{yz},\qquad \varepsilon_2=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.$$

They behave like $z(x+iy)$ and $(x+iy)^2$, so a rotation by $\alpha$ multiplies them by $e^{i\alpha}$ and $e^{2i\alpha}$. Covariance with $U=e^{-i\alpha S_z}$ says

$$H_{mm'}(R\varepsilon R^T)=e^{-i\alpha(m-m')}H_{mm'}(\varepsilon).$$

The element $H_{+0}$ must acquire $e^{-i\alpha}$. The strain $\varepsilon_1^*$ does so at any angle. The strain $\varepsilon_2$ does so at $\alpha=120^\circ$, because $e^{2i\alpha}=e^{-i\alpha}$ when $3\alpha$ is a full turn. The element $H_{+-}$ must acquire $e^{-2i\alpha}$, which at $120^\circ$ equals $e^{i\alpha}$. Thus

$$H_{+0}=a\,\varepsilon_1^*+b\,\varepsilon_2,\qquad H_{+-}=c_1\,\varepsilon_1+c_2\,\varepsilon_2^* ,$$

with coefficients that may still be complex. Diagonal elements acquire no phase and contain only $\varepsilon_{xx}+\varepsilon_{yy}$ and $\varepsilon_{zz}$.

The mirror acts on spin as a half turn about $y$, $U=e^{-i\pi S_y}$, which sends $|\pm1\rangle\to|\mp1\rangle$ and $|0\rangle\to-|0\rangle$. It turns $\varepsilon_1$ and $\varepsilon_2$ into their complex conjugates. Denoting the mirrored strain by $\bar\varepsilon$, covariance gives

$$H_{+0}(\bar\varepsilon)=-H_{-0}(\varepsilon),\qquad H_{+-}(\bar\varepsilon)=H_{-+}(\varepsilon)=H_{+-}(\varepsilon)^*,\qquad H_{++}=H_{--}.$$

The last relation holds because the diagonal elements contain only strains that the mirror leaves unchanged. Time reversal is the same half turn combined with complex conjugation, at fixed strain. It gives

$$H_{-0}(\varepsilon)=-H_{+0}(\varepsilon)^* .$$

Together, the first mirror relation and time reversal yield $H_{+0}(\bar\varepsilon)=H_{+0}(\varepsilon)^*$. Inserting the form of $H_{+0}$,

$$a\,\varepsilon_1+b\,\varepsilon_2^*=a^*\varepsilon_1+b^*\varepsilon_2^* ,$$

so $a$ and $b$ are real. The second mirror relation makes $c_1$ and $c_2$ real in the same way. The difference $H_{++}-H_{00}$ supplies two more real constants, and $H_{00}$ itself is a spin-independent shift. Again there are six.

The two results agree when

$$a=\frac{h_{26}}{2\sqrt2},\quad b=-\frac{h_{25}}{4\sqrt2},\quad c_1=-\frac{h_{16}}2,\quad c_2=\frac{h_{15}}4,$$

because the definitions of the amplitudes give

$$A_x-iA_y=h_{26}\varepsilon_1^*-\tfrac12h_{25}\varepsilon_2,\qquad B_x+iB_y=h_{16}\varepsilon_1-\tfrac12h_{15}\varepsilon_2^* .$$

## What each derivation assumes

Both rest on an orbital singlet, linear response, uniform strain and C3v symmetry. They use time reversal at different places. The first uses it at the start, to discard operators linear in $S$. The second uses it at the end, to make $a$ and $b$ real.

Dropping time reversal shows that the two uses are equivalent. In the second derivation the mirror still fixes $H_{-0}$ from $H_{+0}$, but $a$ and $b$ may have imaginary parts: two additional real constants. In the first, $(S_x,S_y)$ returns as a further $E$ pair, which can be coupled to two strain pairs. An explicit average over the six group operations gives the same numbers: ten invariants, of which two multiply the identity, two are time-odd and six are the terms found here.

The first derivation needs the complete operator basis but not the states, and it displays $H$ as scalar products. The second needs the action of the symmetries on the three states, and it shows the role of the threefold axis. Under full axial symmetry the phases would have to match at every $\alpha$. Then $\varepsilon_2$ could not enter $H_{+0}$, nor $\varepsilon_1$ enter $H_{+-}$, and $h_{25}=h_{16}=0$. These two constants exist because angular momentum about $z$ is conserved only modulo three.

They also carry a sign convention. A half turn of the axes about $z$ reverses $u$ and $P$ but leaves $w$ and $Q$ unchanged. It therefore reverses the signs of $h_{25}$ and $h_{16}$ and keeps the others. A half turn about $x$, which reverses $z$, reverses the first members of $u$ and $P$ and the second members of $w$ and $Q$, and so flips the same two constants. Quoted signs need a stated sense of $x$ relative to the sense of $z$.

## Resonant mechanical driving

Apply a magnetic field $B_\parallel$ along $z$, with Zeeman frequency $\gamma B_\parallel=g\mu_BB_\parallel/h$. The transition frequencies are $D\pm\gamma B_\parallel$ for $0\leftrightarrow\pm1$ and $2\gamma B_\parallel$ for $-1\leftrightarrow+1$; here $2\gamma B_\parallel<D$.

Let the strain oscillate as $\varepsilon\cos(2\pi ft)$, and let $V$ be the matrix element, in frequency units, between the resonant states $i$ and $j$. In the interaction picture,

$$i\dot c_j=2\pi V\cos(2\pi ft)\,e^{2\pi ift}c_i\simeq\pi Vc_i .$$

The second form keeps the time-independent half of the cosine product and drops the half oscillating at $2f$. With the conjugate equation for $c_i$, the population transferred from $i$ is $\sin^2(\pi|V|t)$. The Rabi frequencies are therefore

$$\Omega_{\rm SQ}=\frac{|A|}{2\sqrt2},\qquad \Omega_{\rm DQ}=\frac{|B|}{2},$$

where $|A|^2=A_x^2+A_y^2$ and $|B|^2=B_x^2+B_y^2$ refer to strain amplitudes. This requires Rabi frequencies small compared with the drive frequency and with the detuning from other transitions. For the single-quantum lines the oscillating level shift from $H_0$ must also be small compared with $f$: if its amplitude is $\beta f$, it multiplies the rate by $2J_1(\beta)/\beta\simeq1-\beta^2/8$. The double-quantum line is unaffected, because $H_0$ shifts $|+1\rangle$ and $|-1\rangle$ equally.

For a longitudinal wave along the unit vector $n$, with polar angle $\theta$ and azimuth $\varphi$, the strain is $\varepsilon_{ij}=\varepsilon_0n_in_j$. Hence $\varepsilon_1=\varepsilon_0\sin\theta\cos\theta\,e^{i\varphi}$ and $\varepsilon_2=\varepsilon_0\sin^2\theta\,e^{2i\varphi}$. Taking the squared modulus of $A_x-iA_y$,

$$\frac{|A|^2}{\varepsilon_0^2}=h_{26}^2\sin^2\theta\cos^2\theta+\tfrac14h_{25}^2\sin^4\theta-h_{25}h_{26}\sin^3\theta\cos\theta\cos3\varphi .$$

Replacing $h_{26}\to h_{16}$ and $h_{25}\to h_{15}$ gives $|B|^2$. The last term is interference between shear and in-plane strain. At $\varphi=0$ it makes $A$ vanish at $\tan\theta=2h_{26}/h_{25}$, and $B$ at $\tan\theta=2h_{16}/h_{15}$. Propagation direction can thus select the type of transition. At $\theta=0$ both amplitudes vanish, as in the opening example.

## Worked example

The model parameters are $D=3$ GHz, $g=2$, $B_\parallel=10$ mT and $\varepsilon_0=10^{-4}$. In GHz per unit strain, $h_{41}=4$, $h_{43}=-8$, $h_{25}=6$, $h_{26}=3$, $h_{15}=4$ and $h_{16}=10$. They describe no particular material. The Zeeman frequency is 0.2799 GHz, so the lower single-quantum transition lies at $3-0.2799=2.7201$ GHz and the double-quantum transition at 0.5598 GHz.

At $\theta=45^\circ$, $\sin\theta\cos\theta=\sin^2\theta=\tfrac12$. For $\varphi=0$ the contributions subtract:

$$|A|=\tfrac12|3-3|\times10^{-4}\ {\rm GHz}=0,\qquad |B|=\tfrac12|10-2|\times10^{-4}\ {\rm GHz}=400\ {\rm kHz}.$$

The wave drives the double-quantum transition at $\Omega_{\rm DQ}=200$ kHz and leaves the single-quantum one dark. At $\varphi=60^\circ$, $\cos3\varphi=-1$ and the contributions add. Then $|A|=300$ kHz and $|B|=600$ kHz, so $\Omega_{\rm SQ}=300/(2\sqrt2)=106.1$ kHz and $\Omega_{\rm DQ}=300$ kHz. At $\varphi=0$ and $\theta=78.69^\circ$, where $\tan\theta=5$, the double-quantum drive is dark while $\Omega_{\rm SQ}=81.6$ kHz.

These rates were tested by integrating the three-level Hamiltonian over 10 μs with the full cosine drive. With 200 time steps per drive period and the population read once per period, the largest absolute deviation from the $\sin^2$ law across the three directions is $3.6\times10^{-4}$. This figure is set by the time step, not by the rotating-wave approximation: it falls fourfold when the step is halved. Within a period the counter-rotating term adds a ripple of about $\Omega/(4f)$, which is $1.3\times10^{-4}$ for the bright double-quantum drive. In the bright direction, removing $H_1$ suppresses the single-quantum transfer and leaves the double-quantum transfer complete. Removing $H_2$ does the reverse. The numerical output lists the values.

A static strain offers a second reading of the strain amplitude $|B|$. At zero field, $H_2$ couples the degenerate states $|\pm1\rangle$ by an element of modulus $|B|/2$, so they split by $|B|$ to leading order. For the bright strain this is 600 kHz; diagonalization gives 599.99 kHz. The small reduction comes from $H_1$ acting twice through $|0\rangle$. This adds $H_{+0}H_{0-}/D$ to $H_{+-}$, with modulus $\Omega_{\rm SQ}^2/D\approx0.004$ kHz. Here $A_x-iA_y=|A|e^{-i\pi/3}$ and $B_x+iB_y=|B|e^{i\pi/3}$, so the added element has phase $e^{i\pi/3}$, opposite to $H_{+-}$. The splitting falls by twice the modulus, about 0.008 kHz.

## Where the assignment changes

The labels single- and double-quantum refer to states of definite $m$. A transverse field $B_\perp$ mixes these states, and then even $H_0$ can drive transitions. The term $\gamma B_\perp S_x$ admixes $|-1\rangle$ into $|0\rangle$ with amplitude $-\kappa$, and $|0\rangle$ into $|-1\rangle$ with amplitude $+\kappa$, where

$$\kappa=\frac{\gamma B_\perp}{\sqrt2\,(D-\gamma B_\parallel)} .$$

Since $S_z^2$ is one on $|-1\rangle$ and zero on $|0\rangle$, its element between the mixed states is $-\kappa$ to first order. Strain along $z$ therefore drives the lower transition at

$$\Omega\simeq|h_{43}|\varepsilon_0\,\kappa .$$

For $B_\perp=1$ mT, $|h_{43}|\varepsilon_0=800$ kHz and $\kappa\approx0.0073$, giving 5.82 kHz. The matrix element between the exact eigenstates of the static Hamiltonian gives a rate lower by less than 0.1%. A measured signal in a supposedly dark direction may thus reflect field misalignment rather than $h_{25}$ or $h_{26}$.

Local rotation of the crystal is a separate effect. If the defect axis tilts by a small angle $\vartheta$ towards $x$, then

$$D(S_z+\vartheta S_x)^2\simeq DS_z^2+D\vartheta\{S_x,S_z\}.$$

This is a single-quantum drive set by $D$, not by a strain constant. A plane longitudinal wave has a symmetric displacement gradient and no such rotation. In an elastically anisotropic crystal a purely longitudinal wave exists only along special directions; elsewhere the displacement is not parallel to $n$, so the strain form $\varepsilon_0n_in_j$ and the dark angles derived from it assume elastic isotropy. For transverse or bending motion, and for a quasi-longitudinal wave whose displacement is not parallel to $n$, the displacement gradient has an antisymmetric part, and the rotation must be added before the constants are extracted. Strong strain, nearby orbital levels and strain gradients across the defect lie outside the linear, uniform model. Damping and nuclear spins are also absent from the example.

## Numbers as computed

```
C3v invariants, all operators: 10
  identity: 2; time-odd: 2; time-even spin: 6
rank of six terms plus two identity terms: 8
h41 = 4.0 GHz per unit strain
h43 = -8.0 GHz per unit strain
h25 = 6.0 GHz per unit strain
h26 = 3.0 GHz per unit strain
h15 = 4.0 GHz per unit strain
h16 = 10.0 GHz per unit strain
D = 3.000 GHz, g = 2.0, strain amplitude = 1.0e-04
axial field = 10.0 mT, transverse field (last test) = 1.0 mT
Zeeman frequency gamma*B = 0.27992 GHz
SQ frequency 0<->-1 = 2.72008 GHz
SQ frequency 0<->+1 = 3.27992 GHz
DQ frequency -1<->+1 = 0.55985 GHz
SQ dark polar angle at phi=0: 45.000 deg
DQ dark polar angle at phi=0: 78.690 deg
SQ-dark: theta = 45.000 deg, phi = 0.0 deg
  |A| = 0.00 kHz, |B| = 400.00 kHz
  Rabi SQ = 0.00 kHz, DQ = 200.00 kHz
  peak transfer in run: SQ 0.00000, DQ 1.00000
bright: theta = 45.000 deg, phi = 60.0 deg
  |A| = 300.00 kHz, |B| = 600.00 kHz
  Rabi SQ = 106.07 kHz, DQ = 300.00 kHz
  peak transfer in run: SQ 1.00000, DQ 1.00000
DQ-dark: theta = 78.690 deg, phi = 0.0 deg
  |A| = 230.77 kHz, |B| = 0.00 kHz
  Rabi SQ = 81.59 kHz, DQ = 0.00 kHz
  peak transfer in run: SQ 1.00000, DQ 0.00000
driven run length = 10.0 microseconds
largest population error of sin^2 law = 3.6e-04
same error for 0<->+1, bright direction = 9.9e-05
bright, H1 removed: peak SQ 0.0e+00, DQ 1.00000
bright, H2 removed: peak SQ 1.00000, DQ 6.2e-17
static zero-field splitting, bright strain = 599.99 kHz
H0-driven SQ Rabi, transverse field: exact 5.819 kHz
  first-order formula 5.822 kHz
```
